# Spin-pumping damping of in-phase and out-of-phase precession in coupled ferromagnets, part 2

Two ferromagnetic films exchange spin through a diffusive metallic spacer, and the damping of their collective modes is sought. SI units are used. Film $i=1,2$ has thickness $d_i$, magnetization $M_i\mathbf m_i$ and $s_i=M_id_i/\gamma$, with $\gamma>0$. To first order $\mathbf m_i=\hat{\mathbf z}+\mathbf u_i$, with $\hat{\mathbf z}$ the film normal. The internal field $B_i\hat{\mathbf z}$ includes the demagnetizing field, and $\omega_i=\gamma B_i$. With intrinsic damping $\alpha_0$ and spin $\mathbf I_i$ leaving film $i$ per time and area,

$$\dot{\mathbf m}_i=-\gamma\,\mathbf m_i\times\mathbf B_i+\alpha_0\,\mathbf m_i\times\dot{\mathbf m}_i+\frac{\mathbf I_i}{s_i}. \tag{6}$$

For $u=u_x+iu_y$, $\hat{\mathbf z}\times\mathbf u$ becomes $iu$. A mode with total damping $\alpha$ obeys $(1-i\alpha)\dot u=i\omega u$, so that

$$u\propto e^{pt},\qquad p=\frac{i\omega}{1-i\alpha}=\frac{i\omega-\alpha\omega}{1+\alpha^2}. \tag{15}$$

The accumulation $\boldsymbol\mu$ is an energy vector; its length is the difference between the chemical potentials of the two spin directions along it. Across the spacer, $\zeta$ runs from film 1 at $-L/2$ to film 2 at $L/2$, and the spin current is

$$\mathbf J=-K\,\partial_\zeta\boldsymbol\mu,\qquad K=\frac{\hbar}{2}DN=\frac{\hbar\sigma}{4e^2}. \tag{8}$$

Here $D$ is the diffusion constant, $N$ the density of states per volume and spin, and $\sigma$ the conductivity. The interface conductances $g_i$ and the spacer conductance $g_N=h\sigma/(2e^2L)$, all per area, combine as $1/g_s=1/g_1+1/g_2+1/g_N$. A perfect sink ($\boldsymbol\mu=0$ at the interface) gives the extra damping

$$\alpha_{\rm sp}=\frac{\hbar g}{4\pi s}=\frac{\gamma\hbar g}{4\pi Md}. \tag{7}$$

On a true reservoir $g$ is replaced by $g_{\rm res}$, where approximately $1/g=1/g_{\rm res}-1/(2g_{\rm Sh})$ and $g_{\rm Sh}$ is the number of spacer channels per area.

**Theorem 1** (equal resonance, no spin flip). In the in-phase mode $\mathbf u_1=\mathbf u_2$, and the damping is $\alpha_0$. In the out-of-phase mode $s_1\mathbf u_1=-s_2\mathbf u_2$, and the damping is $\alpha_0+\alpha_r$ with

$$\alpha_r=\frac{\hbar g_s}{4\pi}\left(\frac1{s_1}+\frac1{s_2}\right). \tag{11}$$

For identical films, $\alpha_r$ becomes

$$\alpha_{\rm odd}=\frac{\alpha_{\rm sp}}{1+g/(2g_N)}. \tag{12}$$

The example has $M=1.0\times10^6$ A/m, $d=5$ nm, $\alpha_0=0.005$, $g=2\times10^{19}$ m$^{-2}$, $L=10$ nm, $\sigma=5\times10^7$ S/m, $N=10^{28}$ per eV, cubic metre and spin, and frequency 10 GHz. The "scattering test" in the output compares three calculations of the total conductance of forty random channels.

## II. Spin flip, detuning and a worked example

The symbols carried over are these. Film $i$ has small transverse magnetization $\mathbf u_i$, written $u_i=u_{ix}+iu_{iy}$ when complex, and spin per area of magnitude $s_i=M_id_i/\gamma$. Its intrinsic damping is $\alpha_0$, and its interface has mixing conductance $g_i$ per area. The spacer has thickness $L$, conductivity $\sigma$, density of states $N$ per volume and spin, diffusion constant $D$, and $K=\hbar DN/2=\hbar\sigma/(4e^2)$. Spin leaves a film at the rate $\mathbf I=(g/4\pi)(\hbar\hat{\mathbf z}\times\dot{\mathbf u}-\boldsymbol\mu)$, with $\boldsymbol\mu$ the accumulation at the interface, and adds $\mathbf I/s$ to $\dot{\mathbf u}$. A perfect sink gives the extra damping $\alpha_{\rm sp}=\hbar g/(4\pi s)$. Without spin flip and at equal resonance, identical films have extra damping zero in phase and $\alpha_{\rm odd}=\alpha_{\rm sp}/(1+g/2g_N)$ out of phase, where $g_N=h\sigma/(2e^2L)$.

### Theorem 2: identical films with spin flip

Let spins in the spacer relax in the time $\tau_{\rm sf}$, and let $\ell=\sqrt{D\tau_{\rm sf}}$ be the spin-flip length. With $G=h\sigma/(2e^2\ell)$, the extra dampings of the in-phase (even) and out-of-phase (odd) modes are

$$\alpha_{\rm e}=\frac{\alpha_{\rm sp}}{1+\dfrac{g}{G\tanh(L/2\ell)}},\qquad
\alpha_{\rm o}=\frac{\alpha_{\rm sp}}{1+\dfrac{g}{G\coth(L/2\ell)}}. \tag{18}$$

*Proof.* The spin density is $\hbar N\boldsymbol\mu/2$. In the quasi-static limit the divergence of the current balances relaxation, $K\boldsymbol\mu''=\hbar N\boldsymbol\mu/(2\tau_{\rm sf})$. Since $K=\hbar DN/2$, this is $\boldsymbol\mu''=\boldsymbol\mu/\ell^2$. The structure is symmetric under exchange of the films, so the motions $\mathbf u_2=\pm\mathbf u_1$ separate, with accumulations even or odd about the centre.

For the even motion take $\boldsymbol\mu=\mathbf A\cosh(\zeta/\ell)$. The current entering the spacer at $\zeta=-L/2$ is

$$-K\boldsymbol\mu'(-L/2)=\frac K\ell\,\mathbf A\sinh\frac L{2\ell}=\frac{G}{4\pi}\tanh\frac L{2\ell}\;\boldsymbol\mu_1, \tag{19}$$

where $\boldsymbol\mu_1=\mathbf A\cosh(L/2\ell)$ and $4\pi K/\ell=G$. For the odd motion take $\boldsymbol\mu=\mathbf A\sinh(\zeta/\ell)$. Then $\boldsymbol\mu_1=-\mathbf A\sinh(L/2\ell)$, the entering current is $-(K/\ell)\mathbf A\cosh(L/2\ell)$, and their ratio contains $\coth$ in place of $\tanh$.

In both cases the spacer acts on film 1 as a conductance $Y$, equal to $G\tanh(L/2\ell)$ or $G\coth(L/2\ell)$. Equating the current through the interface with the current into the spacer,

$$g(\hbar\hat{\mathbf z}\times\dot{\mathbf u}_1-\boldsymbol\mu_1)=Y\boldsymbol\mu_1
\;\Rightarrow\;\boldsymbol\mu_1=\frac{g}{g+Y}\hbar\hat{\mathbf z}\times\dot{\mathbf u}_1
\;\Rightarrow\;\mathbf I_1=\frac{\hbar}{4\pi}\frac{gY}{g+Y}\hat{\mathbf z}\times\dot{\mathbf u}_1. \tag{20}$$

Dividing by $s$ gives the extra damping $\alpha_{\rm sp}Y/(g+Y)=\alpha_{\rm sp}/(1+g/Y)$. $\square$

When $\ell\to\infty$, $G\tanh(L/2\ell)\to h\sigma L/(4e^2\ell^2)\to0$ and $G\coth(L/2\ell)\to h\sigma/(e^2L)=2g_N$. Theorem 1 is recovered. When $\ell\ll L$, both hyperbolic functions tend to one and both dampings tend to $\alpha_{\rm sp}/(1+g/G)$. The films no longer communicate, and phase makes no difference.

For weak relaxation the even damping has a simple meaning. From $h\sigma/(2e^2)=4\pi K=2\pi\hbar DN$ and $\ell^2=D\tau_{\rm sf}$,

$$\frac{G\tanh(L/2\ell)}{g}\simeq\frac{2\pi\hbar DN}{g}\,\frac{L}{2\ell^2}=\frac{\tau}{\tau_{\rm sf}},\qquad \tau=\frac{\pi\hbar NL}{g}. \tag{21}$$

If the spacer resistance is small ($g\ll g_N$), $\tau$ is the time in which a uniform accumulation escapes through both interfaces: the stored spin $\hbar NL\boldsymbol\mu/2$ divided by the outflow $2g\boldsymbol\mu/4\pi$ is $\tau$ for each component. The in-phase mode thus has extra damping $\alpha_{\rm sp}\tau/\tau_{\rm sf}$, to leading order in this ratio and for $L\ll\ell$. Only the small fraction of spin that flips before it returns to a film contributes.

### Remark: the spin stored in the spacer

The quasi-static balance neglects the change of stored spin. For the in-phase mode without spin flip its effect can be estimated by treating $\boldsymbol\mu$ as uniform. In complex notation, with $u\propto e^{pt}$,

$$\frac{\hbar NL}{2}\dot\mu=\frac{2g}{4\pi}(i\hbar\dot u-\mu)\;\Rightarrow\;\mu(1+p\tau)=i\hbar\dot u. \tag{22}$$

Hence $i\hbar\dot u-\mu=i\hbar\dot u\,q$ with $q=p\tau/(1+p\tau)$, and the equation of motion becomes $p\,(1-i\alpha_0-i\alpha_{\rm sp}q)=i\omega$. Separating $q=q_r+iq_i$, the ratio of decay rate to frequency is

$$-\frac{\mathrm{Re}\,p}{\mathrm{Im}\,p}=\frac{\alpha_0+\alpha_{\rm sp}q_r}{1+\alpha_{\rm sp}q_i}\simeq\alpha_0+\alpha_{\rm sp}(q_r-\alpha_0q_i). \tag{23}$$

With $p\simeq\omega(i-\alpha_0)$ and $q\simeq p\tau-(p\tau)^2$, the leading terms are $q_i\simeq\omega\tau$ and $q_r\simeq\omega^2\tau^2-\alpha_0\omega\tau$. The change of damping relative to $\alpha_{\rm sp}$ is therefore $\omega^2\tau^2-2\alpha_0\omega\tau$. The cancellation in Theorem 1 belongs to the limit $\omega\tau\to0$. For the parameters below, $\omega\tau=6.5\times10^{-4}$ and this estimate has magnitude $6\times10^{-6}$. It describes storage alone. Larmor precession of the spacer spins in the applied field, neglected here, gives a correction of comparable or larger size, which is also small when the spins leave the spacer quickly.

### Theorem 3: detuned films

Let two films, identical except for their resonance frequencies $\omega\pm\delta/2$, share a spacer without spin flip, and let $\Gamma=\alpha_{\rm odd}\omega$. To leading order in $\alpha_0$, $\alpha_{\rm odd}$ and $\delta/\omega$, the amplitude decay rates are

$$\kappa_\mp=\alpha_0\omega+\frac\Gamma2\mp\frac12\sqrt{\Gamma^2-\delta^2}\qquad(|\delta|\le\Gamma). \tag{24}$$

For $|\delta|>\Gamma$ both rates are $\alpha_0\omega+\Gamma/2$, and the frequencies differ by $\sqrt{\delta^2-\Gamma^2}$.

*Proof.* For identical films $\hbar g_s/(4\pi s)=\alpha_{\rm odd}/2$, where $1/g_s=2/g+1/g_N$. The equation for film 1 is

$$\dot u_1=i\left(\omega+\frac\delta2\right)u_1+i\alpha_0\dot u_1+\frac{i\alpha_{\rm odd}}2(\dot u_1-\dot u_2), \tag{25}$$

and that for film 2 follows by exchanging the labels and reversing $\delta$. In terms that already contain a damping coefficient, $\dot u_j$ may be replaced by $i\omega u_j$ at this order. Taking out the common factor by $u_j=v_j\,e^{(i\omega-\alpha_0\omega-\Gamma/2)t}$ leaves

$$\dot v_1=\frac{i\delta}2v_1+\frac\Gamma2v_2,\qquad \dot v_2=\frac\Gamma2v_1-\frac{i\delta}2v_2. \tag{26}$$

A solution $v_j\propto e^{\nu t}$ requires $(i\delta/2-\nu)(-i\delta/2-\nu)-\Gamma^2/4=0$. The terms linear in $\nu$ cancel, so $\nu^2=(\Gamma^2-\delta^2)/4$. Real $\nu$ changes the decay rate and imaginary $\nu$ changes the frequency, as stated. $\square$

The first equation of (26) also gives the shape of the modes. For the slowly decaying one, with $|\delta|<\Gamma$,

$$\frac{v_2}{v_1}=\frac{2\nu-i\delta}{\Gamma}=\frac{\sqrt{\Gamma^2-\delta^2}-i\delta}{\Gamma}=e^{-i\varphi},\qquad\sin\varphi=\frac\delta\Gamma. \tag{27}$$

The amplitudes are equal, and the film with the lower resonance frequency lags by $\varphi$. The extra decay rate is $\tfrac12\Gamma(1-\cos\varphi)$. Spin exchange locks the two precessions to one frequency at the price of a phase difference, and that phase difference drives a current. For small detuning the price is $\delta^2/(4\Gamma)$, so at this order the cancellation is complete only at $\delta=0$.

At $|\delta|=\Gamma$ the phase difference is a quarter turn and, at this order, the two modes coincide. For $\delta=\Gamma$, the matrix in (26) is $Q=\tfrac\Gamma2\begin{pmatrix}i&1\\1&-i\end{pmatrix}$, whose square is zero. The solution is then $v(t)=(1+Qt)\,v(0)$, so the decay is generally an exponential multiplied by a linear function of time. Beyond leading order the coincidence is only approximate. If $\dot u_j$ is kept in the damping terms of (25), the difference between the two complex exponents at $\delta=\Gamma$ has a magnitude of about $\Gamma\sqrt{2\alpha_0+\alpha_{\rm odd}}$, which is $0.12\,\Gamma$ for the films below. The linear function describes times short compared with the inverse of this difference.

At large positive detuning, the mode in which film 1 dominates has $\nu=\tfrac i2\sqrt{\delta^2-\Gamma^2}$. The amplitude ratio has magnitude $\left(\delta-\sqrt{\delta^2-\Gamma^2}\right)/\Gamma\simeq\Gamma/(2\delta)$. One film then moves while the other is nearly at rest, and the extra damping is $\alpha_{\rm odd}/2$. A film at rest is a poorer sink than one precessing in antiphase, since it absorbs spin without emitting the opposite spin.

### Worked example

The parameters are round model values: two identical films with $M=1.0\times10^6$ A/m, $d=5$ nm and $\alpha_0=0.005$, interfaces with $g=2\times10^{19}$ m$^{-2}$, and a spacer with $L=10$ nm, $\sigma=5\times10^7$ S/m and $N=10^{28}$ per eV, cubic metre and spin. The frequency is 10 GHz, which corresponds to an internal field $\omega/\gamma=0.3568$ T. These values illustrate the diffusive model and are not a prediction for a clean metal film. They give $D=\sigma/(2e^2N)=0.0156$ m$^2$/s, and with a typical Fermi velocity $v=1.6\times10^6$ m/s the mean free path $3D/v$ is about 29 nm, longer than the spacer. Diffusion strictly requires the opposite.

**Damping without spin flip.** The perfect-sink value is

$$\alpha_{\rm sp}=\frac{(1.761\times10^{11})(1.0546\times10^{-34})(2\times10^{19})}{4\pi(10^6)(5\times10^{-9})}=0.00591. \tag{28}$$

The spacer conductance is $g_N=6.45\times10^{19}$ m$^{-2}$, so $g/(2g_N)=0.155$ and $\alpha_{\rm odd}=0.00591/1.155=0.00512$. The out-of-phase mode retains 87% of $\alpha_{\rm sp}$. This is not a reduction relative to a film on a reservoir: the spacer has $g_{\rm Sh}=hNv/4=1.65\times10^{19}$ m$^{-2}$, so $g_{\rm res}\approx1.25\times10^{19}$ m$^{-2}$, and the extra damping on a reservoir is about 0.0037, less than $\alpha_{\rm odd}$. Its total damping is 0.0101, against 0.0050 for the in-phase mode.

With $\omega=2\pi\times10^{10}$ s$^{-1}$, the amplitude decay times $1/(\alpha\omega)$ are 3.18 ns in phase and 1.57 ns out of phase.

The corresponding linewidths follow from a transverse drive field $b\,e^{i\omega t}$ that has the symmetry of the mode, equal in both films or opposite. Its torque adds $-i\gamma b\,e^{i\omega t}$ to the equation of motion. For steady motion at the drive frequency,

$$(1-i\alpha)i\omega u=i\gamma Bu-i\gamma b\,e^{i\omega t}\;\Rightarrow\;u=\frac{\gamma b\,e^{i\omega t}}{\gamma B-\omega+i\alpha\omega}. \tag{29}$$

The absorption, proportional to the imaginary part of the response, is a Lorentzian in $B$ with full width $2\alpha\omega/\gamma$. This is 3.57 mT in phase and 7.22 mT out of phase.

**The accumulation that cancels the pumping.** For nearly undamped circular precession $\hat{\mathbf z}\times\dot{\mathbf u}=-\omega\mathbf u$, so in phase $\boldsymbol\mu=-\hbar\omega\mathbf u$. With $\hbar\omega=41.4$ μeV and a cone angle of one degree, its magnitude is $41.4\sin1^\circ=0.72$ μeV.

**Comparison with the full linearized dynamics.** The modes were also obtained by linearizing numerically the nonlinear equations for both magnetizations and a spacer divided into cells that store spin. Larmor precession of the spacer spins is left out there too. The in-phase damping differs from $\alpha_0$ by $6.0\times10^{-6}$ of $\alpha_{\rm sp}$ in magnitude, which agrees in size with the storage estimate. The out-of-phase extra damping is 0.005118, equal to the formula at the digits printed.

**Unequal films.** Let the thicknesses be 5 and 10 nm and the interface conductances $2\times10^{19}$ and $3\times10^{19}$ m$^{-2}$, with the same $M$ and $\alpha_0$ and equal resonance. In units of $10^{19}$ m$^{-2}$, $g_s=1/(1/2+1/3+1/6.453)=1.012$. The out-of-phase extra damping from (11) is

$$\alpha_r=\alpha_{\rm sp}\frac{g_s}{g_1}\left(1+\frac{d_1}{d_2}\right)=0.00591\times0.506\times1.5=0.00449, \tag{30}$$

where $\alpha_{\rm sp}$ refers to film 1. The numerical modes give the same damping and the amplitude ratio $u_2/u_1=-0.500=-s_1/s_2$.

**Spin flip.** For $\ell=200$ nm the identical films have $\alpha_{\rm e}=2.37\times10^{-5}$, which is 0.4% of $\alpha_{\rm sp}$, while the odd value stays at 0.00512. To show the strong-relaxation limit of (18), put $\ell=5$ nm: the formulas give $\alpha_{\rm e}=0.00491$ and $\alpha_{\rm o}=0.00529$, and the protection of the in-phase mode is nearly gone. This case is purely formal, since the flip length is then far below the mean free path, where the diffusion equation does not hold. The numerical modes agree with (18) to within 0.3% of each extra damping.

**Detuning.** The critical detuning is $\Gamma/2\pi=\alpha_{\rm odd}\times10$ GHz $=51.2$ MHz, or 1.83 mT as a difference of internal fields. At half this detuning, (24) gives extra rates $\tfrac12(1\mp\sqrt{0.75})\,\Gamma=0.067\,\Gamma$ and $0.933\,\Gamma$, and the numerical modes give 0.0670 and 0.9328.

They also show a frequency splitting of $0.0144\,\Gamma$, where the leading-order theory has none. A splitting of this size is expected at the next order. By (15), at $\delta=0$ the odd mode already lies below the even one by about $\omega[(\alpha_0+\alpha_{\rm odd})^2-\alpha_0^2]=(2\alpha_0+\alpha_{\rm odd})\Gamma=0.015\,\Gamma$. Spin stored in the spacer lowers the even mode by about $\alpha_{\rm sp}\,\omega\tau\,\omega=0.0008\,\Gamma$, which reduces the splitting. Larmor precession of the spacer spins in the applied field of 1.61 T, left out here, reverses that shift and raises the splitting to about $0.018\,\Gamma$, so only its order of magnitude is meaningful.

At $\delta=2\Gamma$ the numerical extra rates are $0.495\,\Gamma$ and $0.505\,\Gamma$, close to the predicted $\Gamma/2$, and the splitting is $1.732\,\Gamma$, as $\sqrt3$ requires. A difference between the resonance fields of a few millitesla is thus enough, in this model, to replace one protected and one strongly damped mode by two modes with nearly equal damping. The remaining values are in the numerical output.

## Calculated quantities

```
magnetization M = 1.00e+06 A/m
film thickness d = 5.0 nm
mixing conductance g = 2.00e+19 m^-2
spacer conductivity = 5.00e+07 S/m
spacer thickness L = 10.0 nm
spacer density of states = 1.00e+28 per eV m^3 spin
intrinsic damping alpha0 = 0.0050
resonance frequency = 10.0 GHz
gyromagnetic ratio = 1.76086e+11 rad/(s T)
internal field omega/gamma = 0.3568 T
scattering test: g from reflection = 39.56795
scattering test: g from pumping = 39.56795
scattering test: g from backflow = 39.56795
perfect-sink damping alpha_sp = 0.005911
spacer conductance g_N = 6.4532e+19 m^-2
g/(2 g_N) = 0.1550
spin storage parameter omega*tau = 6.50e-04
lossless, in phase: |extra|/alpha_sp = 6.0e-06
lossless, out of phase: extra, formula = 0.005118
lossless, out of phase: extra, numeric = 0.005118
retained fraction alpha_odd/alpha_sp = 0.8658
total damping, out of phase = 0.010118
amplitude decay time, in phase = 3.183 ns
amplitude decay time, out of phase = 1.573 ns
full field linewidth, in phase = 3.568 mT
full field linewidth, out = 7.221 mT
hbar*omega = 41.357 micro-eV
in-phase accumulation, 1 degree cone = 0.7218 micro-eV
unequal films: thicknesses = 5, 10 nm
unequal films: g1, g2 = 2.0e+19, 3.0e+19 m^-2
unequal films: series conductance = 1.0118e+19 m^-2
unequal films: out-of-phase extra, formula = 0.004486
unequal films: out-of-phase extra, numeric = 0.004486
unequal films: amplitude ratio u2/u1 = -0.5000
flip length 200 nm: even extra, formula = 2.3739e-05
flip length 200 nm: even extra, numeric = 2.3704e-05
flip length 200 nm: odd extra, formula = 0.005118
flip length 200 nm: odd extra, numeric = 0.005118
flip length 5 nm: even extra, formula = 0.004912
flip length 5 nm: even extra, numeric = 0.004912
flip length 5 nm: odd extra, formula = 0.005287
flip length 5 nm: odd extra, numeric = 0.005288
critical detuning Gamma/(2 pi) = 51.178 MHz
critical detuning as field = 1.8262 mT
detuning 0.5 Gamma: extra rates/Gamma = 0.0670, 0.9328
detuning 0.5 Gamma: frequency splitting/Gamma = 0.0144
detuning 2.0 Gamma: extra rates/Gamma = 0.4953, 0.5045
detuning 2.0 Gamma: frequency splitting/Gamma = 1.7320
```
